# Curvature of an oxidised silicon wafer after one face is stripped

## Problem

A flat Si(100) wafer of thickness $h=525$ µm and diameter 100 mm carries thermal oxide of thickness $t=500$ nm on both faces. With both films present, each oxide is under equal compression in all in-plane directions, of magnitude $S=0.30$ GPa. The oxide on one face is then removed completely.

What is the radius of curvature before and after stripping, and which way does the wafer bend?

The wafer is linearly elastic, free at its edge, and would be flat without its films. Gravity is left out of the main calculation and sized later. The stiffness constants of silicon are taken as $C_{11}=165.7$ GPa, $C_{12}=63.9$ GPa and $C_{44}=79.6$ GPa.

Tension is positive, so the oxide stress is $-S$. The coordinate $z$ starts at the middle of the silicon and points towards the oxide that will be kept.

## First estimate by scaling

An oxide under compression is trying to expand sideways, and the silicon holds it back. The oxide therefore pushes the silicon outwards. The force per unit width is stress times film thickness,
$$
St=(0.30\ \text{GPa})(500\ \text{nm})=150\ \text{N/m}.
$$

Before stripping, the two faces are pushed equally. By symmetry the wafer has no reason to bend either way, so its radius is infinite.

After stripping, one face is pushed and the other is not. Spread over the silicon thickness, the force gives a stress of order $St/h$. With a stiffness $M$, the strain is of order $St/(Mh)$. If the strain changes by about this amount from one face to the other, the curvature is that change divided by $h$:
$$
\kappa\sim\frac{St}{Mh^2},\qquad R=\frac1\kappa\sim\frac{Mh^2}{St}.
$$
The relevant stiffness, derived below, is $M=180.3$ GPa. The estimate is then
$$
R\sim\frac{(180.3\times10^9)(525\times10^{-6})^2}{150}\ \text{m}\approx330\ \text{m}.
$$

Scaling gives the dependence on each quantity: thicker silicon bends less, as $h^2$, and a larger film force bends it more. It cannot give the numerical factor, which depends on how strain is distributed through the wafer.

## Solution of the plate model

### The stiffness of a (100) wafer

Let the in-plane strain be $\varepsilon$ in both directions, and take the axes along the cube edges. The faces are free, so the normal stress in a thin plate vanishes. Hooke's law for a cubic crystal gives
$$
0=\sigma_z=C_{12}\varepsilon+C_{12}\varepsilon+C_{11}\varepsilon_z,
\qquad
\varepsilon_z=-\frac{2C_{12}}{C_{11}}\varepsilon .
$$
The in-plane stress is
$$
\sigma=C_{11}\varepsilon+C_{12}\varepsilon+C_{12}\varepsilon_z
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon
\equiv M\varepsilon .
$$
The constant $M$ is the biaxial modulus. Numerically,
$$
M=165.7+63.9-\frac{2(63.9)^2}{165.7}=180.3\ \text{GPa}.
$$

This value holds for every in-plane direction. Equal strains in two perpendicular directions, without shear, remain equal strains without shear when the axes are turned in the plane. The same is true of the resulting stress. The shear constant $C_{44}$ therefore does not enter.

### Strain through the thickness

In a thin plate, lines normal to the middle plane remain straight and normal to it. The in-plane strain is then linear in $z$:
$$
\varepsilon(z)=\varepsilon_0+\kappa z .
$$
Positive $\kappa$ means that the face at positive $z$ is stretched more than the opposite face. That face is convex.

One curvature is enough. A quarter turn about $z$ leaves the (100) wafer and its equal film stresses unchanged, but exchanges the curvatures along the two cube edges and reverses the sign of any twist. The equilibrium of a stable linear plate is unique, so the two curvatures must be equal and the twist zero. The wafer becomes a shallow spherical cap.

No external force or moment acts on the wafer. Across any section away from the edge, the total force and total moment of silicon and films together must therefore vanish. Within a few wafer thicknesses of the edge the stress is more complicated, and this narrow region is ignored.

### Both oxides present

Each film carries force $-St$ per unit width. The silicon must carry the opposite total,
$$
\int_{-h/2}^{h/2}M(\varepsilon_0+\kappa z)\,dz=Mh\varepsilon_0=2St .
$$
The term in $\kappa$ vanishes because $z$ is odd. The silicon is thus under a uniform tension
$$
M\varepsilon_0=\frac{2St}{h}=0.571\ \text{MPa}.
$$

For the moments, the films act at $z=\pm(h+t)/2$. Their contributions are
$$
-St\,\frac{h+t}{2}+St\,\frac{h+t}{2}=0 .
$$
The silicon moment must also be zero:
$$
\int_{-h/2}^{h/2}M(\varepsilon_0+\kappa z)z\,dz=\frac{Mh^3}{12}\kappa=0 .
$$
Hence $\kappa=0$ and the radius is infinite. The wafer is flat but not free of stress.

### One oxide present

Now only the film at positive $z$ remains. Since $t\ll h$, first place its force at $z=h/2$ and neglect the small change of its stress on stripping. Force balance gives
$$
Mh\varepsilon_0-St=0,\qquad \varepsilon_0=\frac{St}{Mh}.
$$
Moment balance gives
$$
\frac{Mh^3}{12}\kappa-St\,\frac h2=0 .
$$
Multiplying by $12/(Mh^3)$,
$$
\kappa=\frac{6St}{Mh^2},\qquad R=\frac{Mh^2}{6St}.
$$
This is Stoney's formula with the biaxial modulus of the wafer. The curvature is positive, so the wafer is convex on the face that keeps its oxide.

The moment per unit width is
$$
\frac{Sth}{2}=\frac{(150)(525\times10^{-6})}{2}=0.03938\ \text{N},
$$
and the bending stiffness is $Mh^3/12=2.1744$ N m. Thus
$$
\kappa=\frac{0.03938}{2.1744}=0.01811\ \text{m}^{-1},
\qquad R=55.2\ \text{m}.
$$
Stripping one face changes the radius from infinite to about 55 m.

For a sphere, the height difference between centre and edge at wafer radius $a=50$ mm is
$$
w=R-\sqrt{R^2-a^2}\approx R-R\left(1-\frac{a^2}{2R^2}\right)=\frac{a^2}{2R}=22.6\ \text{µm}.
$$
The bow is about 4% of the wafer thickness.

### The finite oxide thickness

The thin-film result used two approximations: the film force was placed at the silicon surface, and the film stress was held at $-S$. Both can be removed within the plate model.

Let $M_f$ be the biaxial modulus of the oxide, and let $e$ be the in-plane strain, measured from unstressed silicon, at which the oxide would be free of stress. The film stress is $M_f(\varepsilon-e)$. In the balanced wafer $\varepsilon=2St/(Mh)$ and the stress is $-S$, so
$$
e=\frac{S}{M_f}+\frac{2St}{Mh}=\frac{S}{M_f}(1+2\eta m),
\qquad \eta=\frac th,\quad m=\frac{M_f}{M}.
$$

After stripping, write $z_f=(h+t)/2$ for the middle of the film. Zero total force requires
$$
Mh\varepsilon_0+M_ft(\varepsilon_0+\kappa z_f-e)=0 .
$$
Zero total moment requires
$$
\frac{Mh^3}{12}\kappa+M_ftz_f(\varepsilon_0+\kappa z_f-e)+\frac{M_ft^3}{12}\kappa=0 .
$$
The last term is the film's own bending stiffness. Subtract $z_f$ times the force equation from the moment equation. The middle term cancels, leaving
$$
\frac{Mh^3+M_ft^3}{12}\kappa=Mhz_f\varepsilon_0,
\qquad
\varepsilon_0=\frac{\kappa h(1+m\eta^3)}{6(1+\eta)} .
$$
Divide the force equation by $Mh$:
$$
(1+m\eta)\varepsilon_0+\frac{m\eta(1+\eta)}2\kappa h=m\eta e .
$$
Insert $\varepsilon_0$ and multiply by $6(1+\eta)$:
$$
\kappa h\left[(1+m\eta)(1+m\eta^3)+3m\eta(1+\eta)^2\right]=6m\eta(1+\eta)e .
$$
The bracket expands to
$$
B=1+4m\eta+6m\eta^2+4m\eta^3+m^2\eta^4 .
$$
Since $me=(S/M)(1+2\eta m)$, the curvature is
$$
\kappa=\frac{6St}{Mh^2}\,\frac{(1+\eta)(1+2\eta m)}{B}.
$$

To first order in $\eta$, the correction factor is
$$
1+\eta+2\eta m-4\eta m=1+\eta(1-2m).
$$
The longer lever arm raises the curvature, while the elastic response of the film lowers it. For an oxide with Young modulus 70 GPa and Poisson ratio 0.17, $M_f=70/(1-0.17)=84.3$ GPa and $m=0.468$. With $\eta=9.524\times10^{-4}$, the two effects nearly cancel. The full factor is 1.000060, and the radius remains 55.22 m to the digits shown. The near cancellation depends on $m$ being close to one half and on $S$ being defined with both films present.

As an independent check, the elastic energy of the layered plate was minimised numerically with three in-plane strains and three curvature components left free. The full cubic stiffness of silicon was used, and spherical bending was not imposed. The balanced plate gave zero curvature to rounding error. The stripped plate gave equal curvatures, no twist and a radius of 55.22 m.

## Comparison of the estimate and the solution

The scaling estimate, 330 m, is six times the calculated radius. The factor has a direct origin: the moment contains $1/2$, the bending stiffness contains $1/12$, and their ratio is 6.

The stress in the silicon shows what the estimate missed. From the thin-film solution,
$$
\sigma(z)=M(\varepsilon_0+\kappa z)=\frac{St}{h}\left(1+\frac{6z}{h}\right).
$$
Below the oxide, at $z=h/2$, this is $+4St/h$. At the bare face, $z=-h/2$, it is $-2St/h$. The change across the wafer is $6St/h$, whereas the estimate assumed a change of $St/h$.

The layered-plate values are 1.143 MPa of tension below the oxide and 0.572 MPa of compression at the bare face. The stress vanishes where $1+6z/h=0$, at $z=-h/6$, which is 87.5 µm from the middle towards the bare face in the thin-film solution (87.4 µm in the layered plate).

Stripping therefore doubles the tension beneath the retained oxide, from $2St/h$ to $4St/h$. The silicon surface stretches by an additional $2St/(Mh)$, and the oxide stretches with it. The oxide compression falls by
$$
M_f\frac{2St}{Mh}=2\eta mS,
$$
which is 0.09% of $S$. The wafer bends visibly to an instrument, yet the film stress hardly relaxes: the silicon is too thick and stiff to give way.

## A second case: incomplete balance

Suppose that the lower oxide is thinner than the upper one by $\Delta t$, with the same stress in both. In the thin-film limit the net moment on the silicon is
$$
\frac{Sh}{2}\left[t-(t-\Delta t)\right]=\frac{Sh\Delta t}{2}.
$$
Dividing by $Mh^3/12$ gives
$$
\kappa=\frac{6S\Delta t}{Mh^2}.
$$
For $\Delta t=5$ nm the radius is about 5500 m, one hundred times the radius after complete stripping. "Infinite" is thus the limit of equal films.

The same formula describes uniform thinning of one oxide if its stress does not vary with depth. Curvature then grows linearly with the thickness removed, from zero at $\Delta t=0$ to its final value at $\Delta t=t$. Curvature is the convenient quantity here because contributions add; radii do not.

## Where the result fails

**Crystal orientation.** The spherical shape relied on the symmetry of the (100) face. On a (110) wafer the in-plane directions [001] and $[1\bar10]$ are not equivalent. For the same thicknesses and film stress, the energy minimisation gives radii of 55.2 m and 81.1 m along them. One radius no longer describes the wafer.

**Large deflection.** A flat disc cannot become a spherical cap without some stretching of its middle plane. To estimate the effect, keep the shape spherical, so that the slope has magnitude $\kappa r$, and treat silicon as isotropic in the plane with constants $E=151.4$ GPa and $\nu=0.160$, obtained by averaging the plane-stress stiffness over in-plane directions (averaging the compliance instead gives 147 GPa and 0.18).

If $u$ is the radial displacement, the middle-plane strains are $\varepsilon_r=u'+\kappa^2r^2/2$ and $\varepsilon_\theta=u/r$. Eliminating $u$ gives
$$
\varepsilon_r-\varepsilon_\theta-r\varepsilon_\theta'=\frac{\kappa^2r^2}{2}.
$$
Try $\sigma_r=A(a^2-r^2)$, which vanishes at the free edge. Radial equilibrium then gives $\sigma_\theta=(r\sigma_r)'=A(a^2-3r^2)$. With $E\varepsilon_r=\sigma_r-\nu\sigma_\theta$ and $E\varepsilon_\theta=\sigma_\theta-\nu\sigma_r$, the left side becomes
$$
\frac{Ar^2}{E}\left[2(1+\nu)+6-2\nu\right]=\frac{8Ar^2}{E},
$$
so $A=E\kappa^2/16$.

The stretching energy per area is $h(\sigma_r^2+\sigma_\theta^2-2\nu\sigma_r\sigma_\theta)/(2E)$. Over the disc, the averages of $\sigma_r^2$, $\sigma_\theta^2$ and $\sigma_r\sigma_\theta$ are $A^2a^4$ times $1/3$, 1 and 0. The mean energy is therefore $Eh\kappa^4a^4/384$. Adding the bending energy and the work term of the film,
$$
U=\frac{Mh^3\kappa^2}{12}-Sth\kappa+\frac{Eh\kappa^4a^4}{384}.
$$
Setting $dU/d\kappa=0$ gives
$$
\frac{Mh^3\kappa}{6}+\frac{Eh\kappa^3a^4}{96}=Sth .
$$
The second term relative to the first is
$$
\frac EM\left(\frac{\kappa a^2}{4h}\right)^2=\frac EM\left(\frac{w}{2h}\right)^2 .
$$
Here it is 0.039%. This is an estimate, because the shape was held spherical; if the shape is left free, the centre-to-edge bow falls by about 0.06%. Either way the linear theory is adequate. It fails when the bow becomes comparable with the wafer thickness.

**Gravity.** Let the wafer lie horizontally on a ring at its edge. Its weight per area is $q=\rho gh$, with $\rho$ the silicon density. For downward deflection $v$, the plate equation $D\nabla^4v=q$ has the regular solution
$$
v=\frac{qr^4}{64D}+br^2+c,\qquad D=\frac{Eh^3}{12(1-\nu^2)} .
$$
The edge carries no bending moment, so $v''+\nu v'/r=0$ at $r=a$:
$$
\frac{(12+4\nu)qa^2}{64D}+2(1+\nu)b=0,
\qquad b=-\frac{(3+\nu)qa^2}{32(1+\nu)D}.
$$
The condition $v(a)=0$ then gives the central sag
$$
c=\frac{qa^4}{64D}\left[\frac{2(3+\nu)}{1+\nu}-1\right]
=\frac{(5+\nu)qa^4}{64(1+\nu)D}=2.78\ \text{µm}.
$$
This is 12.3% of the film-induced bow and cannot be ignored in a single measurement. In the linear regime it cancels almost completely when shapes measured before and after stripping on the same support are subtracted. What remains in linear theory comes from the weight and the bending stiffness of the removed oxide, which change the sag by about $-0.09$% and $+0.13$% and so leave about 1 nm. Middle-plane stretching couples the sag to the bow and lowers the sag by a further 4 to 5 nm. The total remainder is a few nanometres, against a bow of 22.6 µm.

## The model beside a real wafer

The chosen values are rough but typical of a 100 mm silicon wafer with thermal oxide. One assumption that may fail is initial flatness. An initial bow of 10 µm, for example, would be 44% of the calculated 22.6 µm. It must be subtracted, so the 55 m radius properly describes the change in curvature. Film stress and wafer thickness also matter. The radius is inversely proportional to $S$, so a small relative error in $S$ gives a relative error of the same size and opposite sign in $R$. At fixed film force, a thickness error of 20 µm changes $R$ by $-7.5$% if the wafer is thinner and $+7.8$% if it is thicker. Smaller shifts come from silicon consumed during oxidation, if 525 µm was the thickness before growth ($-0.17$%), from 1.5 nm of native oxide on the stripped face with the same free strain as the thermal oxide ($+0.30$%), and from warming by 10 K ($+0.59$%). Warming reduces the oxide compression because silicon expands more than the oxide. This figure holds the elastic moduli fixed; silicon softens and silica stiffens on warming, which can lower the shift to roughly $+0.3$ to $+0.4$%. The value of 55 m thus belongs to the stated inputs; for a real wafer, a thickness error of 20 µm alone moves it by about 4 m. The numerical check contains the material data used, including the silicon density.

## Computed results

```
Silicon thickness: 525 um
Oxide thickness: 500 nm
Oxide compression, both films present: 0.30 GPa
Wafer diameter: 100 mm
Silicon C11, C12, C44: 165.7, 63.9, 79.6 GPa
Silicon biaxial modulus M: 180.3 GPa
Oxide Young modulus: 70 GPa; Poisson ratio: 0.17
Oxide biaxial modulus: 84.3 GPa
Film force per width S*t: 150.0 N/m
Moment per width S*t*h/2: 0.03938 N
Biaxial bending stiffness M*h^3/12: 2.1744 N m
Balanced wafer, largest computed curvature: 1.3e-18 1/m
Stripped wafer, thin-film curvature: 0.01811 1/m
Stripped wafer, thin-film radius: 55.22 m
Stripped wafer, layered-plate radius: 55.22 m
Centre-to-edge bow: 22.6 um
Silicon tension before stripping: 0.571 MPa
Silicon stress below oxide after stripping: 1.143 MPa
Silicon stress at bare face after stripping: -0.572 MPa
Zero-stress plane from middle: -87.4 um
Oxide stress after stripping: -0.29973 GPa
Thickness ratio eta: 9.524e-04; modulus ratio m: 0.468
Finite-film curvature / thin-film curvature: 1.000060
Oxide imbalance: 5 nm; radius: 5522 m
(110) comparison, radius along [001]: 55.2 m
(110) comparison, radius along [1-10]: 81.1 m
Silicon consumed per oxide thickness: 0.442
Radius change from consumed silicon: -0.17 %
Native oxide: 1.5 nm; radius change: 0.30 %
Expansion coefficients Si, oxide: 2.6, 0.5 ppm/K
Warming: 10 K; radius change: 0.59 %
Wafer thickness error considered: 20 um
Radius change if thinner: -7.5 %
Radius change if thicker: 7.8 %
Averaged silicon E: 151.4 GPa; Poisson ratio: 0.160
Middle-plane stretching, relative effect: 0.039 %
Gravity sag on edge ring: 2.78 um
Gravity sag / film-induced bow: 12.3 %
```
